# Frequency Steps and Mass Uptake on a Quartz Crystal During Gas Switching: a numerical check

```python
"""
Result under test: a quartz-crystal frequency step during gas switching is
a sum of mass, temperature and pressure terms, so it is not by itself a mass.
Readings at equal phases of a periodic process recover the net mass.

Symbols: f0 bare resonance frequency; Zq shear impedance of quartz;
S mass sensitivity; a, c frequency-temperature coefficients;
C heat capacity per area; G heat conductance per area; E reaction heat per area.
Masses per area are in ng/cm^2 where named _ng, otherwise in kg/m^2.
Apparent mass is minus the frequency change divided by S.
"""
import numpy as np
from scipy.constants import k as k_B, N_A, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eig, expm

# Quartz plate and model frequency-temperature curve
f0 = 6.0e6
rho_q, mu_q = 2650.0, 2.95e10
Zq = np.sqrt(rho_q * mu_q)
thickness = np.sqrt(mu_q / rho_q) / (2 * f0)
ng_cm2 = 1e-8                         # kg/m^2
S = 2 * f0**2 / Zq * ng_cm2           # Hz per ng/cm^2
a, c, T_ref = -1e-6, 1e-10, 25.0

# Heat exchange, switching and surface reactions
heat_cap, k_q = 900.0, 6.0
C = rho_q * heat_cap * thickness
G_holder, G_purge, G_dose = 100.0, 4.0, 5.0
T_holder, T_gas, T_warm = 150.0, 130.0, 170.0
t_dose, t_purge, t_react = 2.0, 18.0, 0.2
p_purge, dp = 100.0, 100.0
beta, mount = 1e-11, -0.005           # 1/Pa and Hz/Pa
mass_A, mass_B = 40.0, -5.0
enthalpy, sites = 2.0e5, 1.0e-5       # J/mol released and mol/m^2
E = enthalpy * sites


def thermal_frequency(T):
    theta = T - T_ref
    return f0 * (a * theta + c * theta**3)


def slope(T):
    return f0 * (a + 3 * c * (T - T_ref)**2)


def steady_temperature(G_gas, gas_temperature):
    return ((G_holder * T_holder + G_gas * gas_temperature)
            / (G_holder + G_gas))


# Plate eigenproblem from the elastic wave equation
def plate_frequency(epsilon=0.0, film=0.0, resistance=0.0, elements=120):
    dx = thickness / elements
    omega0 = 2 * np.pi * f0
    K = np.zeros((elements + 1, elements + 1), complex)
    M = np.zeros((elements + 1, elements + 1))
    stiffness = mu_q * (1 + epsilon)**2 / dx / omega0**2
    for j in range(elements):
        K[j:j+2, j:j+2] += stiffness * np.array([[1, -1], [-1, 1]])
        M[j:j+2, j:j+2] += rho_q * dx / 6 * np.array([[2, 1], [1, 2]])
    M[0, 0] += film
    K[0, 0] += 1j * resistance / omega0
    values = eig(np.linalg.solve(M, K), right=False)
    roots = np.sqrt(values.astype(complex))
    return f0 * roots[np.argmin(abs(roots - 1))]


bare = plate_frequency()
for eps, film, resistance in [(1e-5, 0, 0), (0, 1e-5, 0),
                              (0, 0, 100.0), (1e-5, 1e-5, 100.0)]:
    computed = plate_frequency(eps, film, resistance) - bare
    formula = (f0 * eps - 2 * f0**2 * film / Zq
               + 1j * f0 * resistance / (np.pi * Zq))
    # The allowance covers mesh error and terms of second order in the load.
    assert abs(computed - formula) < 0.1
    if eps and film and resistance:
        fem_sum, formula_sum = computed, formula

# Tangential momentum carried away by molecules that arrive at random
gas_mass = 0.028 / N_A
T_kelvin = T_holder + zero_Celsius
p_high = p_purge + dp
v_scale = np.sqrt(k_B * T_kelvin / gas_mass)
density = p_high * gas_mass / (k_B * T_kelvin)
flux = quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
Z_quadrature = density * v_scale * flux
Z_gas = p_high * np.sqrt(gas_mass / (2 * np.pi * k_B * T_kelvin))
assert abs(Z_quadrature / Z_gas - 1) < 1e-8
gas_damping = f0 * Z_gas / (np.pi * Zq)
viscosity = 2e-5
collision_ratio = 2 * np.pi * f0 * viscosity / p_high
assert collision_ratio > 1

# The sign of the thermal effect changes across the turnover
T_turn = T_ref + np.sqrt(-a / (3 * c))
assert thermal_frequency(50.1) < thermal_frequency(50.0)
assert thermal_frequency(150.1) > thermal_frequency(150.0)

T_idle = steady_temperature(G_purge, T_gas)
T_flow = steady_temperature(G_dose, T_gas)
D = T_flow - T_idle
tau_purge = C / (G_holder + G_purge)
tau_dose = C / (G_holder + G_dose)


# Heat conduction through the thickness: holder behind, gas in front
def resolved_plate_step(cells=20):
    dx = thickness / cells
    link = k_q / dx

    def system(G_gas):
        A = np.zeros((cells, cells))
        b = np.zeros(cells)
        for j in range(cells - 1):
            A[j, j] -= link
            A[j, j+1] += link
            A[j+1, j+1] -= link
            A[j+1, j] += link
        for j, G, T in [(0, G_gas, T_gas), (-1, G_holder, T_holder)]:
            G_edge = G / (1 + G * dx / (2 * k_q))
            A[j, j] -= G_edge
            b[j] += G_edge * T
        cell_capacity = rho_q * heat_cap * dx
        return A / cell_capacity, b / cell_capacity

    A1, b1 = system(G_purge)
    A2, b2 = system(G_dose)
    start = -np.linalg.solve(A1, b1)
    final = -np.linalg.solve(A2, b2)
    end = final + expm(A2 * t_dose) @ (start - final)
    return np.mean(end - start)


resolved_step = resolved_plate_step()
lumped_step = D * (1 - np.exp(-t_dose / tau_dose))
# A finite internal heat resistance makes a difference below one percent.
assert abs(resolved_step / lumped_step - 1) < 0.02


# Time integration of repeated pulses and the resulting frequency record
def simulate(gas_temperature, masses, heat, pulses=12):
    T = steady_temperature(G_purge, gas_temperature)
    deposited = 0.0
    rows = []
    for pulse in range(pulses):
        before_T = T
        before_f = thermal_frequency(T) - S * deposited
        added = masses[pulse % 2]
        for G_gas, begin, end in [(G_dose, 0, t_dose),
                                  (G_purge, t_dose, t_dose + t_purge)]:
            def rate(t, y):
                source = heat / t_react * np.exp(-t / t_react)
                return [(-G_holder * (y[0] - T_holder)
                         - G_gas * (y[0] - gas_temperature) + source) / C]
            sol = solve_ivp(rate, (begin, end), [T], rtol=1e-10,
                            atol=1e-10, max_step=0.5)
            assert sol.success
            T = sol.y[0, -1]
            if G_gas == G_dose:
                dose_T = T
                mass_now = deposited + added * (1 - np.exp(-end / t_react))
                dose_f = (thermal_frequency(T) - S * mass_now
                          + (f0 * beta + mount) * dp)
        deposited += added * (1 - np.exp(-(t_dose + t_purge) / t_react))
        after_f = thermal_frequency(T) - S * deposited
        rows.append([before_T, dose_T, T, before_f, dose_f, after_f])
    return np.array(rows)


def apparent(first, second):
    return -(second - first) / S


blank = simulate(T_gas, (0, 0), 0)
warm = simulate(T_warm, (0, 0), 0)
process = simulate(T_gas, (mass_A, mass_B), E)

e1, e2 = np.exp(-t_purge / tau_purge), np.exp(-t_dose / tau_dose)
periodic_step = D * (1 - e1) * (1 - e2) / (1 - e1 * e2)
integrated_step = blank[-1, 1] - blank[-1, 0]
assert abs(integrated_step / periodic_step - 1) < 1e-5

blank_mass = apparent(blank[-1, 3], blank[-1, 4])
warm_mass = apparent(warm[-1, 3], warm[-1, 4])
thermal_mass = -slope(T_idle) * periodic_step / S
pressure_mass = -(f0 * beta + mount) * dp / S
# The curvature of the frequency-temperature curve limits this agreement.
assert abs(blank_mass - thermal_mass - pressure_mass) < 0.01 * blank_mass
warm_thermal = warm_mass - pressure_mass
assert thermal_mass > 0 > warm_thermal

A_dose = apparent(process[-2, 3], process[-2, 4])
B_dose = apparent(process[-1, 3], process[-1, 4])
A_purged = apparent(process[-2, 3], process[-2, 5])
B_purged = apparent(process[-1, 3], process[-1, 5])
A_corrected, B_corrected = A_dose - blank_mass, B_dose - blank_mass
first_net = apparent(process[0, 3], process[1, 5])
last_net = apparent(process[-2, 3], process[-1, 5])
true_net = mass_A + mass_B
heat_bound = slope(T_idle) * E / C / S
assert mass_B < 0 < B_dose
assert abs(A_purged - mass_A) < 0.01 and abs(B_purged - mass_B) < 0.01
assert abs(last_net - true_net) < 0.01
assert abs(first_net - true_net) > 0.1
for corrected, true in [(A_corrected, mass_A), (B_corrected, mass_B)]:
    # The small allowance covers curvature and unfinished surface reaction.
    assert 0 < true - corrected < heat_bound + 0.02


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Crystal frequency", f0 / 1e6, "MHz", 1)
print(f"Quartz density, shear modulus: {rho_q:.0f} kg/m^3, {mu_q:.3e} Pa")
print(f"Quartz shear impedance: {Zq:.4e} kg/(m^2 s)")
show("Plate thickness", thickness * 1e6, "um", 1)
show("Mass sensitivity S", S, "Hz/(ng/cm^2)", 5)
print(f"Plate test, all loads, eigenproblem: {fem_sum:.3f} Hz")
print(f"Plate test, all loads, formula: {formula_sum:.3f} Hz")
print(f"Thermal coefficients a, c: {a:.1e} /K, {c:.1e} /K^3")
print(f"Reference, turnover temperature: {T_ref:.1f}, {T_turn:.1f} degC")
show("Frequency slope at 50 degC", slope(50), "Hz/K")
show("Frequency slope at idle temperature", slope(T_idle), "Hz/K")
show("Temperature change equal to 1 ng/cm^2", 1e3*S/slope(T_idle), "mK")
print(f"Holder, gas, warm gas: {T_holder}, {T_gas}, {T_warm} degC")
print(f"Conductance holder, purge, dose: {G_holder}, {G_purge}, "
      f"{G_dose} W/(m^2 K)")
print(f"Quartz heat capacity, conductivity: {heat_cap} J/(kg K), "
      f"{k_q} W/(m K)")
show("Heat capacity per area", C, "J/(m^2 K)", 1)
print(f"Dose, purge, reaction time: {t_dose}, {t_purge}, {t_react} s")
print(f"Thermal time in purge, dose: {tau_purge:.3f}, {tau_dose:.3f} s")
print(f"Decay factors e1 (purge), e2 (dose): {e1:.5f}, {e2:.5f}")
print(f"Steady temperature purge, dose: {T_idle:.4f}, {T_flow:.4f} degC")
show("Steady temperature change D", D, "K", 4)
show("First dose step, one-temperature model", lumped_step, "K", 5)
show("First dose step, resolved thickness", resolved_step, "K", 5)
show("Periodic dose step, formula", periodic_step, "K", 5)
show("Periodic dose step, integration", integrated_step, "K", 5)
print(f"Purge pressure, dose rise: {p_purge:.0f}, {dp:.0f} Pa")
print(f"Intrinsic pressure coefficient: {beta:.1e} /Pa")
show("Intrinsic pressure shift", f0 * beta * dp, "Hz", 4)
show("Mounting coefficient", mount, "Hz/Pa", 4)
show("Mounting pressure shift", mount * dp, "Hz")
show("Pressure coefficient faking 1 ng/cm^2", 1e3*S/dp, "mHz/Pa")
print(f"Gas molar mass, viscosity: {gas_mass*N_A:.3f} kg/mol, "
      f"{viscosity:.1e} Pa s")
show("Angular frequency times viscosity over pressure",
     collision_ratio, "(no unit)")
show("Collisionless gas damping at dose pressure", gas_damping, "Hz", 4)
show("Blank apparent mass, thermal part", thermal_mass, "ng/cm^2")
show("Blank apparent mass, pressure part", pressure_mass, "ng/cm^2")
show("Blank apparent mass, total record", blank_mass, "ng/cm^2")
show("Warm-gas blank, thermal part", warm_thermal, "ng/cm^2")
show("Warm-gas blank, total record", warm_mass, "ng/cm^2")
print(f"True mass change A, B: {mass_A:.1f}, {mass_B:.1f} ng/cm^2")
print(f"Dose-end apparent mass A, B: {A_dose:.3f}, {B_dose:.3f} ng/cm^2")
print(f"Dose-end frequency step A, B: {-S*A_dose:.3f}, "
      f"{-S*B_dose:.3f} Hz")
print(f"Purged apparent mass A, B: {A_purged:.3f}, {B_purged:.3f} ng/cm^2")
print(f"Blank-corrected mass A, B: {A_corrected:.3f}, "
      f"{B_corrected:.3f} ng/cm^2")
print(f"Reaction heat, sites: {enthalpy/1e3:.0f} kJ/mol, "
      f"{sites*1e6:.0f} umol/m^2")
show("Reaction heat per area", E, "J/m^2")
show("Largest reaction temperature rise", 1e3 * E / C, "mK")
show("Largest reaction-heat mass error", heat_bound, "ng/cm^2")
show("Net apparent mass, first cycle", first_net, "ng/cm^2")
show("Net apparent mass, sixth cycle", last_net, "ng/cm^2")
show("True net mass per cycle", true_net, "ng/cm^2")
print("verified")
```

Printed output:

```
Crystal frequency: 6.0 MHz
Quartz density, shear modulus: 2650 kg/m^3, 2.950e+10 Pa
Quartz shear impedance: 8.8417e+06 kg/(m^2 s)
Plate thickness: 278.0 um
Mass sensitivity S: 0.08143 Hz/(ng/cm^2)
Plate test, all loads, eigenproblem: -21.442+21.602j Hz
Plate test, all loads, formula: -21.433+21.601j Hz
Thermal coefficients a, c: -1.0e-06 /K, 1.0e-10 /K^3
Reference, turnover temperature: 25.0, 82.7 degC
Frequency slope at 50 degC: -4.875 Hz/K
Frequency slope at idle temperature: 21.780 Hz/K
Temperature change equal to 1 ng/cm^2: 3.739 mK
Holder, gas, warm gas: 150.0, 130.0, 170.0 degC
Conductance holder, purge, dose: 100.0, 4.0, 5.0 W/(m^2 K)
Quartz heat capacity, conductivity: 900.0 J/(kg K), 6.0 W/(m K)
Heat capacity per area: 663.1 J/(m^2 K)
Dose, purge, reaction time: 2.0, 18.0, 0.2 s
Thermal time in purge, dose: 6.376, 6.315 s
Decay factors e1 (purge), e2 (dose): 0.05943, 0.72856
Steady temperature purge, dose: 149.2308, 149.0476 degC
Steady temperature change D: -0.1832 K
First dose step, one-temperature model: -0.04971 K
First dose step, resolved thickness: -0.04975 K
Periodic dose step, formula: -0.04888 K
Periodic dose step, integration: -0.04888 K
Purge pressure, dose rise: 100, 100 Pa
Intrinsic pressure coefficient: 1.0e-11 /Pa
Intrinsic pressure shift: 0.0060 Hz
Mounting coefficient: -0.0050 Hz/Pa
Mounting pressure shift: -0.500 Hz
Pressure coefficient faking 1 ng/cm^2: 0.814 mHz/Pa
Gas molar mass, viscosity: 0.028 kg/mol, 2.0e-05 Pa s
Angular frequency times viscosity over pressure: 3.770 (no unit)
Collisionless gas damping at dose pressure: 0.0486 Hz
Blank apparent mass, thermal part: 13.072 ng/cm^2
Blank apparent mass, pressure part: 6.066 ng/cm^2
Blank apparent mass, total record: 19.131 ng/cm^2
Warm-gas blank, thermal part: -13.495 ng/cm^2
Warm-gas blank, total record: -7.429 ng/cm^2
True mass change A, B: 40.0, -5.0 ng/cm^2
Dose-end apparent mass A, B: 58.533, 13.535 ng/cm^2
Dose-end frequency step A, B: -4.767, -1.102 Hz
Purged apparent mass A, B: 40.000, -5.000 ng/cm^2
Blank-corrected mass A, B: 39.402, -5.596 ng/cm^2
Reaction heat, sites: 200 kJ/mol, 10 umol/m^2
Reaction heat per area: 2.000 J/m^2
Largest reaction temperature rise: 3.016 mK
Largest reaction-heat mass error: 0.807 ng/cm^2
Net apparent mass, first cycle: 35.787 ng/cm^2
Net apparent mass, sixth cycle: 35.000 ng/cm^2
True net mass per cycle: 35.000 ng/cm^2
verified
```
